Finite-element DVR for atoms: bridge functions, Poisson integrals and convergence

**Result**

Divide 0 ≤ r ≤ R into M elements with p+1 Gauss-Lobatto points each. Lagrange polynomials on these points, joined at element edges by bridge functions, give N = Mp − 1 radial functions χ_i. Node i has position r_i and weight w_i. Under the Lobatto rule the χ_i are orthonormal, a local potential is the diagonal matrix V(r_i)δ_ij, and the kinetic matrix is exact. The Coulomb integral of multipole order k between χ_aχ_b and χ_cχ_d is δ_ab δ_cd Q^k_ac, with

Q^k_ij = (2k+1)(A^k)⁻¹_ij / [r_i r_j √(w_i w_j)] + r_i^k r_j^k / R^(2k+1),

A^k_ij = ∫χ_i′χ_j′ dr + δ_ij k(k+1)/r_i².

If the orbitals are analytic on each element, its end points included, energies converge at least exponentially in p until rounding intervenes. They are not strict upper bounds, because the quadrature is not exact.

**Units and weak form**

For P(r), r times the radial orbital, the SI equation is

−(ħ²/2m)P″ + [ħ²l(l+1)/(2mr²) + V]P = EP.

Measure r in a0 and energies in Eh = ħ²/(m a0²). Dividing by Eh leaves

−½P″ + [l(l+1)/(2r²) + V]P = EP, P(0) = P(R) = 0.

Multiplying by χ_i and integrating by parts turns the first term into ½∫χ_i′P′dr; the boundary term vanishes because χ_i(0) = χ_i(R) = 0. This form needs continuity of χ_i but not of its slope, which is why elements may be joined with a kink.

**The Lobatto rule**

On [−1,1] take x = ±1 and the p−1 zeros of P_p′(x), where P_p is a Legendre polynomial. All nodes are zeros of n(x) = (1−x²)P_p′, and Legendre's equation reads n′ = −p(p+1)P_p. Choose weights ω_i that integrate degree p correctly. A polynomial of degree 2p−1 is qn + s, with deg q ≤ p−2 and deg s ≤ p. The nodes do not see qn. Its integral also vanishes: with q = g′ and deg g ≤ p−1,

∫g′n dx = −∫g n′ dx = p(p+1)∫gP_p dx = 0.

The rule is therefore exact to degree 2p−1.

For the end weight, integrate (1+x)P_p′. The rule gives 2ω_end P_p′(1) = ω_end p(p+1); the integral is [(1+x)P_p] − ∫P_p dx = 2. Thus ω_end = 2/[p(p+1)].

Let γ_k = Σ_i ω_i P_k(x_i)². For k < p the rule is exact and γ_k = 2/(2k+1). For k = p use pP_p = xP_p′ − P_{p−1}′. In Σω_iP_p², the term P_pP_{p−1}′ has degree 2p−2 and integral zero, while xP_pP_p′ survives at the two ends, with value p(p+1)/2 at each. Hence

γ_p = (1/p)·2ω_end·p(p+1)/2 = 2/p,

whereas the true integral of P_p² is 2/(2p+1).

The square matrix √(ω_i/γ_k)P_k(x_i) has orthonormal rows, since products of different P_k have degree at most 2p−1. Its columns are then orthonormal too:

1/ω_i = Σ_k P_k(x_i)²/γ_k, L_i(x) = ω_i Σ_k P_k(x_i)P_k(x)/γ_k.

At an interior node P_p′ = 0 and P_{p−1}′ = −pP_p. The Christoffel-Darboux identity then gives p²P_p²/2 for the terms k < p, and the last term adds pP_p²/2. So

ω_i = 2/[p(p+1)P_p(x_i)²],

which also reproduces the end weights.

**Basis and kinetic matrix**

An element of length h has r-weights hω_i/2. An interior function is L_i/√w_i. At an edge, the last function of one element and the first of the next form the bridge

χ = (L_last + L_first)/√(w_last + w_first).

Below, w_i at an edge denotes this summed weight, so χ_i(r_j) = δ_ij/√w_i holds for every function. The functions at r = 0 and r = R are dropped.

Near x_j, n(x) ≈ −p(p+1)P_p(x_j)(x−x_j), so

L_j(x) = −n(x)/[p(p+1)P_p(x_j)(x−x_j)].

Differentiating at another node, where n = 0 and n′ = −p(p+1)P_p, gives

D_ij = L_j′(x_i) = P_p(x_i)/[P_p(x_j)(x_i−x_j)], i ≠ j.

The diagonal is D_ii = −Σ_{j≠i}D_ij, because a constant has zero derivative. With d/dr = (2/h)d/dx and dr = (h/2)dx, an element contributes (2/h)Σ_q ω_q D_qi D_qj to ∫L_i′L_j′dr. The integrand has degree 2p−2, so this is exact.

Two limits are useful. For p = 1 on equal elements every function is a bridge of weight h, and ½∫χ_i′χ_j′dr is 1/h² on the diagonal and −1/(2h²) beside it: the three-point finite difference. For M = 1 there are no bridges, and one global polynomial grid remains.

**What the diagonal approximation neglects**

Inserting the expansion of L_i in the true overlap on one element gives

∫L_iL_j dx = ω_iδ_ij + ω_iω_jP_p(x_i)P_p(x_j)[2/(2p+1) − 2/p]/γ_p².

The bracket over γ_p² equals −p(p+1)/[2(2p+1)], and √ω_i P_p(x_i) = s_i√(2/[p(p+1)]) with s_i = ±1 the sign of P_p(x_i). The normalised overlap is therefore

δ_ij − s_is_j/(2p+1).

For p = 8 each entry is off by 1/17 = 0.0588, which is not small. The defect has rank one, however, and acts on the P_p component alone. A function with top Legendre coefficient a_p has its squared norm on [−1,1] overestimated by a_p²·2(p+1)/[p(2p+1)], and a_p is exponentially small for an analytic function. Individual matrix elements are thus poor while energies are good; judging the scheme by single entries is misleading.

For a potential, the rule must integrate VP². In the element touching r = 0 the products L_iL_j contain r². The 1/r term then has degree 2p−1, vanishes at r = 0 and is exact. The 1/r² term has degree 2p−2, but at r = 0 it equals L_i′(0)L_j′(0), with derivatives in r, and the diagonal form omits this value along with the node. For a function P the omitted part of ∫P²/r² dr is w_0P′(0)², where w_0 is the weight of that node. Single entries are therefore not exact, but the loss vanishes as the orbital converges, because the exact P has P′(0) = 0 for l ≥ 1. In an element [a,b] with a > 0, the pole of 1/r lies at x = −(b+a)/(b−a). A function analytic inside the ellipse with foci ±1 and semi-axis sum ρ has Lobatto error of order ρ^(−2p), apart from slower factors. Here

ρ = (√(b/a)+1)/(√(b/a)−1).

It depends on b/a alone; for b/a = 3, ρ = 3.73 and ρ² = 13.9 per unit of p. This rate applies to an integrand that keeps the pole. For a regular Coulomb orbital, P² continued to r = 0 vanishes as r^(2l+2) and cancels the poles of 1/r and 1/r². The rate is then set by how well polynomials of degree p represent P in each element, and it can be faster.

**Two-electron integrals from Poisson's equation**

For a radial density ρ(r) define

Y(r) = r^(−k)∫₀^r s^kρ ds + r^(k+1)∫_r^R s^(−k−1)ρ ds,

so that Y/r is the potential with kernel r_<^k/r_>^(k+1). Call the two integrals a(r) and b(r). In Y′ the derivatives of the limits give +ρ and −ρ and cancel:

Y′ = −k r^(−k−1)a + (k+1)r^k b.

Differentiating again,

Y″ = k(k+1)[r^(−k−2)a + r^(k−1)b] − kρ/r − (k+1)ρ/r
 = k(k+1)Y/r² − (2k+1)ρ/r.

The boundary values are Y(0) = 0 and Y(R) = R^(−k)∫s^kρ ds. Since r^(k+1) solves the equation without source, write Y = u + (r/R)^(k+1)Y(R), with u zero at both ends. Expand u = Σu_jχ_j, multiply by −χ_i and integrate:

Σ_j A^k_ij u_j = (2k+1)∫χ_iρ/r dr.

For ρ = χ_cχ_d the rule makes the right side (2k+1)δ_cdδ_ic/(r_c√w_c), because w_c·w_c^(−3/2) = w_c^(−1/2). Hence u_i = (2k+1)(A^k)⁻¹_ic/(r_c√w_c), and the node value is u(r_i) = u_i/√w_i. The boundary value is Y(R) = r_c^k/R^k. Integrating Y/r against χ_aχ_b gives δ_abY(r_a)/r_a, which is the stated Q^k_ac. Omitting the last term of Q^k would ground the sphere r = R.

**Why not sample 1/r_> directly?**

For k = 0 the comparison can be made exactly. The Green function of −d²/dr² with zero boundary values is g = r_<(R−r_>)/R. Putting it in place of (A⁰)⁻¹_ij/√(w_iw_j) gives

(R−r_>)/(R r_>) + 1/R = 1/r_>.

If the source lies on an element edge, g is piecewise linear with its kink at that edge. It belongs to the basis and is reproduced. For an interior source let e = g − g_h be the error of the basis solution g_h; ∫e′χ_i′dr = 0 for all i. Testing with the Green function of an edge shows e = 0 at that edge. In any other element g is linear, so e is a polynomial vanishing at both ends, hence itself an allowed test function; then ∫e′²dr = 0 there and e = 0. So Q⁰_ij = 1/r_> unless both nodes are interior to the same element.

In that element e(r_a) = ∫e′g′dr = ∫e′²dr > 0, so Q⁰_aa lies below 1/r_a. The change is not a small one: on the grid used below, at p = 16, the largest relative deviation is 0.16. It represents the action of the kinked kernel on polynomials.

Sampling 1/r_> instead puts a kink on a node. The rule behaves locally like a trapezoidal rule of spacing w_a, and the slope of ρ/r_> drops there by ρ(r_a)/r_a². The end corrections on the two sides leave w_a²ρ(r_a)/(12r_a²). Summed over the other coordinate, the leading estimate is Σ_a w_a³ρ(r_a)²/(12r_a²), which falls as p^(−2).

**Closed-shell Hartree-Fock**

Let c_i = √w_i P(r_i) and D^l = Σ_n c cᵀ over the occupied orbitals of given l. (The derivative matrix D has no superscript.) A filled shell is spherical, so k = 0 alone enters the direct potential:

J_i = Σ_l′ 2(2l′+1) Σ_j Q⁰_ij D^l′_jj.

For exchange one spin contributes. The squared angular matrix element of order k contains (2l+1)(2l′+1)(l k l′;000)² times a squared 3j symbol. Summing that symbol over m′ and q at fixed m gives 1/(2l+1), leaving (2l′+1)(l k l′;000)². The radial factor is Σ_ab c_ac_b δ_iaδ_jb Q^k_ij, so exchange is an elementwise product:

K^l_ij = Σ_l′,k (2l′+1)(l k l′;000)² Q^k_ij D^l′_ij.

With one-electron matrix h^l, U^l = J − K^l and F^l = h^l + U^l,

E = Σ_l (2l+1) Tr[D^l(h^l + F^l)],

which counts h for 2(2l+1) electrons per shell and U half as often.

**Pseudocode**

    GRID(edges, p)
      x, ω, D ← Lobatto rule
      for each element (left end a, length h):
        r ← a + h(x+1)/2;  w ← w + hω/2 (add at edges)
        B ← B + (2/h) Dᵀ diag(ω) D in its block
      drop first and last node; B_ij ← B_ij/√(w_i w_j)

    KERNEL(k)
      A ← B + diag(k(k+1)/r²);  s ← 1/√diag(A)
      X_ij ← s_i s_j [(s_i A_ij s_j)⁻¹]_ij
      return (2k+1)X_ij/(r_i r_j √(w_i w_j)) + (r_i r_j)^k/R^(2k+1)

    SCF
      U ← screened starting potential
      repeat
        diagonalise h^l + U^l; fill the lowest orbitals of each l
        build D^l, U_new, E and e = [U_new − U, D]
        stop if max|e| is below the target
        U ← Σ c_m U_new,m over the last 8 steps, with
            Σ c_m = 1 and |Σ c_m e_m| smallest

**Cost and stability**

Each kernel stores N² numbers and costs one inversion, of order N³. A direct potential or one exchange term then costs N² operations, and each diagonalisation N³. In a general basis the same integrals carry four independent indices.

Near an edge the nodes are spaced as h/p², so the largest kinetic eigenvalue grows as p⁴/h². Scaling A to unit diagonal before inversion is only a precaution: on the zinc grid the inverse is about as accurate without it. Rounding matters more in the SCF residual, which therefore uses U alone: since h + U commutes with D, [F_new,D] = [U_new−U,D], and the large kinetic entries need not be subtracted from one another.

The stopping value depends on the quantity wanted. E is stationary, so an orbital error δ changes it by order δ², but the kinetic energy T changes by order δ. This matters for the virial ratio. Scaling all lengths by 1/λ gives E(λ) = λ²T + λV, where V is now the total potential energy; stationarity at λ = 1 gives 2T + V = 0.

**Worked example: the zinc atom**

Zn, 1s²2s²2p⁶3s²3p⁶3d¹⁰4s², is treated by nonrelativistic restricted Hartree-Fock with a point nucleus. The edges are 0, 0.1, 0.3, 0.8, 2, 5, 12 and 30 a0. The list gives absolute errors in Eh: the 1s energy of a one-electron ion with Z = 30; F⁰(1s,1s) of that ion from the Poisson kernel and from sampled 1/r_>; and the Zn energy relative to p = 20.

    p   1s ion    F⁰ Poisson  F⁰ sampled  Zn
    4   1.7e+0    4.9e−1      1.6e+0      3.5e+0
    6   1.2e−3    3.0e−3      4.6e−1      4.4e−4
    8   9.7e−7    2.6e−5      2.7e−1      2.9e−5
    10  1.6e−9    3.7e−8      1.7e−1      4.7e−8
    12  1.1e−13   1.5e−11     1.2e−1      1.5e−10
    14  1.2e−11   6.5e−13     8.9e−2      7.3e−11

The reference for the first column is −Z²/2 = −450 Eh. For F⁰, put t = Zr, with density 4t²e^(−2t) and enclosed charge 1 − e^(−2t)(1+2t+2t²). The double integral is twice the part in which t is the larger coordinate, where 1/r_> = Z/t:

F⁰/Z = 8∫₀^∞ t e^(−2t)[1 − e^(−2t)(1+2t+2t²)]dt
 = 8[1/4 − 1/16 − 1/16 − 3/64] = 5/8,

so F⁰ = 18.75 Eh.

From p = 4 to 10 the zinc error falls by 3.46/4.66×10⁻⁸ = 7.4×10⁷, on average a factor of 20 per unit of p. The fall is uneven: the local power of 1/p is 22 between p = 4 and 6, about 9.5 between 6 and 8, and 29 between 8 and 10. The signed error changes sign: the energy lies above the p = 20 value at p = 4 and 5 and below it from p = 6 to 10, and the error at p = 7 (3.8×10⁻⁴) is hardly smaller than at p = 6, so local powers that use p = 6 carry little meaning. The ion errors at p = 12 and 14 are below 3×10⁻¹⁴ of the 450 Eh energy. Rounding is comparable with the error of the grid itself at p = 12 and far larger at p = 14, so these two entries are not read as a trend. Without rounding the grid errors are −7.5×10⁻¹² and −5×10⁻¹⁴ Eh; the listed 1.1×10⁻¹³ is a chance cancellation. The zinc entries at p = 12 and 14 are likewise at the rounding level, about 10⁻¹⁰ Eh. The sampled kernel gains little: its power of 1/p between p = 8 and 14 is 1.95, as the kink estimate predicts.

Refining elements at fixed p is slower. The orbital slope error scales as h^p and enters the energy squared, and the quadrature error has the same order, h^(2p). For hydrogen 1s with p = 3 and R = 30 a0, equal elements of 0.5 and 0.25 a0 give errors of 2.889×10⁻⁶ and 4.729×10⁻⁸ Eh. Their ratio is 61.1, a power of 5.93 against the expected 6.

At p = 20 the zinc energy is −1777.8481 Eh, or −48377.7 eV. The orbital energies in Eh are:

    1s −353.3045   2s −44.3617   3s −5.6378   4s −0.2925
    2p −38.9248    3p −3.8394    3d −0.7825

Stopping at a residual of 8.8×10⁻⁷ Eh puts the total energy off by 7.0×10⁻¹⁰ Eh but the kinetic energy by −3.3×10⁻⁴ Eh. Relative to T = 1777.848 Eh this shifts V/T + 2 by about −1.9×10⁻⁷. At a residual of 3.5×10⁻¹¹ Eh, V/T + 2 is 3.6×10⁻¹².

A separate Hartree-Fock calculation used Gaussian functions with exponents in steps of 2.3: 22 of s type from 0.03, 15 of p type from 0.06 and 10 of d type from 0.12 a0⁻². It gives −1777.8443 Eh, higher by 0.0038 Eh, as a finite variational basis should be. These energies omit correlation, relativity and nuclear size, so their numerical precision is not accuracy for the real atom.

**Failure modes**

- A jump or kink of the potential inside an element removes the analyticity on which exponential convergence rests. Place an element edge there. For a jump, the diagonal entry of the bridge must then be (w_last V_left + w_first V_right)/(w_last + w_first), since each element's rule sees its own one-sided value.
- A non-integer power of r at the origin, as for a Dirac orbital at a point nucleus, does the same in the first element.
- The box must hold the tail. For zinc 4s, κ = √(2×0.2925) = 0.765 a0⁻¹ and e^(−2κR) is about 10⁻²⁰ at 30 a0. Weakly bound states need a larger R.
- At low order the energy may lie on either side of the limit. Compare two values of p; a lower energy is not by itself a better one.
